# Apparent mobility of short thin-film transistors: thermal injection and diffusive backscattering

If the mobility of a long thin-film transistor is used for a very short one, the predicted conductance grows as the inverse of the channel length without limit. The contacts cannot supply such a current, because they deliver carriers at a finite thermal rate. Read the other way, a mobility extracted from the short device comes out low, and the drop may be blamed on a poorer film when the film has not changed. The size of this effect is needed before a length-dependent mobility can be interpreted.

Consider an electron channel of length $L$ and width $W$, with source at $x=0$ and drain at $x=L$. It has one parabolic, isotropic two-dimensional band of mass $m$. The gate fixes a uniform free density $n$ per unit area, and Boltzmann statistics hold for the moment. The drain bias $V$ lowers the electron Fermi energy of the drain by $qV$. The apparent mobility is defined from the magnitude of the low-bias current $I$ by

$$
\frac{I}{W}=q\,n\,\mu_{\rm app}\frac{V}{L}. \tag{1}
$$

This definition assigns the whole voltage to the channel, wherever it is really dropped.

**Thermal injection.** The contacts are taken as reservoirs in thermal equilibrium that absorb every carrier reaching them. In a Maxwell distribution the carriers with $v_x>0$ have the mean forward speed

$$
v_T=\frac{\int_0^\infty v\,e^{-mv^2/2k_BT}dv}{\int_0^\infty e^{-mv^2/2k_BT}dv}
=\frac{k_BT/m}{\tfrac12\sqrt{2\pi k_BT/m}}=\sqrt{\frac{2k_BT}{\pi m}}. \tag{2}
$$

Half the carriers move forward, so a reservoir of density $n$ injects the flux $nv_T/2$ per unit width.

**Backscattering.** Let $F_+$ and $F_-$ be the magnitudes of the fluxes towards drain and source. In a distance $dx$ a fraction $a\,dx$ of $F_+$ is turned back, and a fraction $b\,dx$ of $F_-$. The forward flux loses $aF_+dx$ and gains $bF_-dx$. The backward flux travels from $x+dx$ to $x$, so $F_-(x)=F_-(x+dx)-bF_-dx+aF_+dx$. Hence

$$
\frac{dF_+}{dx}=\frac{dF_-}{dx}=-aF_++bF_-. \tag{3}
$$

The net flux $J=F_+-F_-$ is therefore constant along the channel. In equilibrium the two fluxes are equal and proportional to $e^{-U/k_BT}$, where $U(x)$ is the electron potential energy. Inserting this into (3) gives $-U'/k_BT=b-a$, or

$$
a-b=\frac{U'}{k_BT},\qquad a+b=\frac{2}{\lambda}. \tag{4}
$$

The first relation is detailed balance. The second defines the backscattering length $\lambda$ and assumes that the field does not change it. In a flat channel $a=b=1/\lambda$.

The two-flux model also assumes that both streams keep the mean speed $v_T$, so that $n=(F_++F_-)/v_T$. Then $F_\pm=(nv_T\pm J)/2$, and adding the two equations in (3) gives

$$
v_Tn'=-a(nv_T+J)+b(nv_T-J)
=-(a-b)nv_T-(a+b)J .
$$

With (4) this becomes

$$
J=-\frac{v_T\lambda}{2}\left(n'+\frac{nU'}{k_BT}\right). \tag{5}
$$

The first term is diffusion with $D=v_T\lambda/2$. The second is drift, which has the form $-\mu_0nU'/q$. Comparing the two,

$$
\mu_0=\frac{qD}{k_BT}=\frac{qv_T\lambda}{2k_BT}. \tag{6}
$$

Thus the model contains ordinary drift and diffusion inside the channel. What differs from the usual treatment is the condition at its ends.

For a flat channel with a flux $F_s$ injected at the source and none at the drain, (3) reads $F_+'=-J/\lambda$. At the drain $F_-=0$, so $F_+(L)=J$, and integration gives $J=F_s-JL/\lambda$. The transmission is

$$
\mathcal T=\frac{J}{F_s}=\frac{\lambda}{\lambda+L}. \tag{7}
$$

**Small bias.** A bias also tilts the potential, and it must be shown that this does not spoil (7). Let $n_s$ and $n_d$ be the densities that the source and drain reservoirs would produce at the local potentials $U(0)$ and $U(L)$. The injection conditions are $F_+(0)=n_sv_T/2$ and $F_-(L)=n_dv_T/2$. Since $F_\pm=(nv_T\pm J)/2$, they become

$$
n(0)=n_s-\frac{J}{v_T},\qquad n(L)=n_d+\frac{J}{v_T}. \tag{8}
$$

Multiplying (5) by $e^{U/k_BT}$ turns its right side into a total derivative:

$$
\frac{d}{dx}\left(n\,e^{U/k_BT}\right)=-\frac{2J}{v_T\lambda}e^{U/k_BT}.
$$

Integrate from source to drain and insert (8). The reservoir densities obey $n_se^{U(0)/k_BT}=C$ and $n_de^{U(L)/k_BT}=Ce^{-qV/k_BT}$, where $C$ is set by the source Fermi energy. The result is

$$
C\left(1-e^{-qV/k_BT}\right)=\frac{J}{v_T}\left[e^{U(0)/k_BT}+e^{U(L)/k_BT}+\frac2\lambda\int_0^Le^{U/k_BT}dx\right]. \tag{9}
$$

The flux $J$ is already of first order in $V$. To that order the bracket may be evaluated at zero bias, where $U$ is constant and can be set to zero, and where $C=n$. The left side is $nqV/k_BT$ and the bracket is $2(1+L/\lambda)$, so

$$
J=\frac{nv_T}{2}\,\frac{\lambda}{\lambda+L}\,\frac{qV}{k_BT}. \tag{10}
$$

Any first-order change in the shape of $U$ would alter $J$ only at second order. As a test, the flux equations were solved at $qV/k_BT=10^{-4}$ for $L/\lambda=0.2$, 1 and 5, with the potential drop placed in the first half of the channel, in the second half, or partly in each. All currents agreed with (10) within one part in a thousand.

Since $I/W=qJ$, definition (1) gives $\mu_{\rm app}=JL/(nV)$, and therefore

$$
\mu_{\rm app}=\mu_B\,\frac{\lambda}{\lambda+L},\qquad
\mu_B=\frac{qv_TL}{2k_BT}. \tag{11}
$$

Taking the reciprocal, $1/\mu_{\rm app}=1/\mu_B+L/(\lambda\mu_B)$. From (6) and (11), $\lambda\mu_B/L=qv_T\lambda/(2k_BT)=\mu_0$. Hence

$$
\boxed{\frac1{\mu_{\rm app}}=\frac1{\mu_0}+\frac1{\mu_B}}. \tag{12}
$$

The ballistic mobility $\mu_B$ is proportional to $L$ because (1) multiplies a length-independent injection conductance by $L$. It is not a property of scattering in the film. In a long channel $\mu_{\rm app}\to\mu_0$; in a channel much shorter than $\lambda$ it tends to $\mu_B$. At $L=\lambda$ it is half of $\mu_0$. Since $\mu_{\rm app}/\mu_0=L/(L+\lambda)$, the fractional loss $1-\mu_{\rm app}/\mu_0$ equals the transmission $\mathcal T$.

**A worked example.** Take rough values for a polycrystalline indium-oxide film: $m=0.20\,m_e$ and $\mu_0=100$ cm²/Vs at 300 K. The chosen density is $n=10^{12}$ cm⁻² and the bias is 10 mV. Here $k_BT/q=25.85$ mV and (2) gives $v_T=1.203\times10^7$ cm/s. From (6),

$$
\lambda=\frac{2(0.02585\ {\rm V})(100\ {\rm cm^2/Vs})}{1.203\times10^7\ {\rm cm/s}}
=4.30\times10^{-7}\ {\rm cm}=4.30\ {\rm nm}.
$$

For $L=20$ nm,

$$
\mu_B=\frac{(1.203\times10^7)(2.0\times10^{-6})}{2(0.02585)}=465\ {\rm cm^2/Vs},
$$

and $1/\mu_{\rm app}=1/100+1/465$ gives 82.3 cm²/Vs. The transmission is $4.30/24.30=0.177$, which is the fractional loss. Other lengths, with the same film and density, give:

| $L$ (nm) | $\mu_B$ (cm²/Vs) | $\mu_{\rm app}$ (cm²/Vs) |
|---:|---:|---:|
| 5 | 116 | 54 |
| 10 | 233 | 70 |
| 50 | 1163 | 92 |
| 100 | 2327 | 96 |

**Finite bias.** Equation (9) also holds beyond first order within the flux model. Suppose $n$ stays uniform along the channel and write $j=J/(nv_T)$. With $n'=0$, (5) requires a uniform field, and the potential energy drops by $U(0)-U(L)=2jk_BTL/\lambda$ along the channel. From (8), $n_s=n(1+j)$ and $n_d=n(1-j)$. The reservoir relations give

$$
\frac{n_s}{n_d}=\exp\left[\frac{qV-U(0)+U(L)}{k_BT}\right].
$$

Taking the logarithm and inserting the channel drop,

$$
\frac{qV}{k_BT}=\frac{2jL}{\lambda}+\ln\frac{1+j}{1-j}
=\frac{2jL}{\lambda}+2\,{\rm artanh}\,j. \tag{13}
$$

The first term is the drop along the channel and the second is the drop associated with injection at its two ends. For small $j$, ${\rm artanh}\,j\approx j$ and (12) returns. In the ballistic limit, $j=\tanh(qV/2k_BT)$. For the 20 nm example at 10 mV, (13) gives $j=0.034$ and a mobility only 0.007% below the linear result; at 50 mV it is 0.2% below. A fully ballistic channel is more sensitive, with a reduction of 1.2% at 10 mV. These figures use Boltzmann statistics (with Fermi statistics at $10^{12}$ cm⁻² the ballistic reduction is 0.6%) and omit carrier heating. They also rest on the uniform density, which a real gate does not hold under bias. With gate capacitance $C_g$ per area, $U$ shifts by $q^2\delta n/C_g$, so the density falls towards the drain, and more so for larger $C_g$. Solving (5) and (8) with this relation for $C_g=1$ µF/cm² puts the 20 nm current 2.7% below the linear result at 10 mV and about 13% below at 50 mV. If the mobility is computed with the channel-averaged density, the reductions are 0.05% and 1.3%.

**Degenerate carriers.** Fermi statistics change both mobilities. Define the Fermi integrals, which are numbers and not the fluxes used above, by $F_r(\eta)=\Gamma(r+1)^{-1}\int_0^\infty x^r\,dx/(1+e^{x-\eta})$, where $\eta$ is the Fermi energy above the band edge divided by $k_BT$. With spin included, the density is $n=N F_0(\eta)$, where $N=mk_BT/\pi\hbar^2$. The injected flux is the integral of $v_x$ over forward wavevectors. The angular integral of $\cos\theta$ is 2, and with $k\,dk=m\,dE/\hbar^2$,

$$
\Phi=\frac{2}{(2\pi)^2}\,2\int_0^\infty\frac{m\,dE}{\hbar^2}\sqrt{\frac{2E}{m}}\,f(E)
=\frac{Nv_T}{2}F_{1/2}(\eta). \tag{14}
$$

The last form uses $\Gamma(3/2)=\sqrt\pi/2$. A small bias changes $\eta$ by $qV/k_BT$ between the reservoirs, and $dF_{1/2}/d\eta=F_{-1/2}$. If $\lambda$ is the same at every energy, the net flux is

$$
J=\mathcal T\,\frac{Nv_T}{2}F_{-1/2}(\eta)\frac{qV}{k_BT}.
$$

Dividing by $n=NF_0$ shows that $\mu_B$ acquires the factor $F_{-1/2}/F_0$. Since $\mu_0=\mu_B\lambda/L$ in the long-channel limit, it acquires the same factor, and the reciprocal sum survives.

In the example $N=2.16\times10^{12}$ cm⁻², $\eta=-0.53$ and the factor is 0.912. If the measured $\mu_0$ is held at 100 cm²/Vs, the 20 nm value falls from 82.3 to 80.9 cm²/Vs, and the inferred $\lambda$ rises from 4.30 to 4.71 nm.

**Angles and energies.** The law is exact in the flux model, but a Boltzmann distribution contains many directions and speeds. Take isotropic elastic scattering with mean free path $l$ at a fixed speed $v$. In two dimensions $D=vl/2$, while the mean forward speed is $2v/\pi$. Equating $D$ to $(2v/\pi)\lambda/2$ gives $\lambda=\pi l/2$. An angular solution of the Boltzmann equation reproduced this ratio from its long-channel slope, 1.571.

At finite length the angular solution transmits less than (7). The thin-channel limit shows why. Injected flux has the angular weight $\tfrac12\cos\theta\,d\theta$, and a carrier at angle $\theta$ travels $L/\cos\theta$. To leading order the mean scattering probability is

$$
\frac12\int_{-\pi/2}^{\pi/2}\cos\theta\,\frac{L}{l\cos\theta}\,d\theta=\frac{\pi L}{2l}.
$$

Half of the scattered carriers turn back, so the loss is $\pi L/4l=0.785L/l$. Equation (7) gives only $L/\lambda=2L/\pi l=0.637L/l$. Over the sampled lengths, from about $0.03\lambda$ to $32\lambda$, the largest shortfall in transmission was 2.2% relative to (7), near $L=0.5\lambda$.

A spread of $\lambda$ with energy lowers the result further. The conductance averages $g(\lambda)=\lambda L/(\lambda+L)$, for which

$$
g'=\frac{L^2}{(\lambda+L)^2},\qquad g''=-\frac{2L^2}{(\lambda+L)^3}<0.
$$

The average of a concave function cannot exceed its value at the average $\lambda$. Fixing $\mu_0$ fixes that average, so (12) is an upper bound with respect to this spread.

For a constant scattering time $\tau$ and Boltzmann statistics, put $\varepsilon=E/k_BT$. Then $\lambda=(\pi/2)\tau\sqrt{2k_BT\varepsilon/m}$, and the conductance weight is $\sqrt\varepsilon\,e^{-\varepsilon}$. The mean of $\sqrt\varepsilon$ is $\Gamma(2)/\Gamma(3/2)=2/\sqrt\pi$, so $\bar\lambda=\sqrt\pi\,\tau\sqrt{2k_BT/m}$. Inserting this into (6) gives $\mu_0=q\tau/m$, as required. With both angles and energies included, the largest shortfall at the sampled lengths was 6.5% relative to (12), near $L=0.7\bar\lambda$. For the 20 nm example the mobility is 79.6 instead of 82.3 cm²/Vs.

**Separating injection from contact resistance.** Equation (12) can be written as a resistance multiplied by width:

$$
\frac{VW}{I}=\frac{L}{qn\mu_0}+\frac{2k_BT}{q^2nv_T}. \tag{15}
$$

The second term is the length-independent injection resistance, 268 Ω µm in the example. An ordinary series contact resistance $R_c$, counted for both contacts together, adds $WR_c$ to (15). If the mobility is still computed from the terminal voltage, multiplication by $qn/L$ gives

$$
\frac1\mu=\frac1{\mu_0}+\frac1L\left(\frac{2k_BT}{qv_T}+qnWR_c\right). \tag{16}
$$

Both corrections vary as $1/L$. A straight line of $1/\mu$ against $1/L$, measured at one density, therefore cannot identify ballistic injection. Varying $n$ helps only if $R_c(n)$ is known: a contact resistance proportional to $1/n$ would give the same density dependence as nondegenerate injection. Changes of $\mu_0$ and degeneracy with density must also be included.

For an assumed $WR_c=500$ Ω µm, the 20 nm mobility drops from 82 to 62 cm²/Vs. The slope in (16) is then $(268+500)/268=2.9$ times the injection slope. Within (16), assigning all of it to injection would make the inferred $v_T$ too small by the same factor. The spread of angles and energies adds a smaller error of the same sign: at 20 nm, the fall from 82.3 to 79.6 cm²/Vs found above raises $1/\mu_{\rm app}-1/\mu_0$ by about a fifth, even without contact resistance.

**Real oxide films.** The mobility of 100 cm²/Vs is high for an indium-oxide film, especially one only 3 nm thick, and the density is low for a strongly switched-on transistor. At $10^{13}$ cm⁻² the degeneracy factor is 0.51 instead of 0.91, and with $\mu_0$ still 100 cm²/Vs the 20 nm mobility falls to 70 cm²/Vs. The nondegenerate formula should therefore not be used in that state. A hard-wall estimate puts the second subband 0.63 eV above the first, about 24 $k_BT$. This assumes a parabolic band; an assumed nonparabolicity of 0.5 eV⁻¹ would reduce the spacing to 0.44 eV (17 $k_BT$) and raise the in-plane mass to about $0.24\,m_e$. One subband suffices in either case. At 20 nm and $10^{12}$ cm⁻², the assumed contact resistance has the largest effect among the cases evaluated: it removes about a quarter of the mobility. Its share shrinks in longer channels, whereas the error from a fixed trapped fraction does not. Trapping can matter nearly as much even at 20 nm. If 80% of the gate-induced charge is free, and the mobility is computed with all of it, 82.3 becomes 65.8 cm²/Vs. Heating to 360 K at fixed $\mu_0$ and $n$ gives 80.9 cm²/Vs in the nondegenerate formula, where $\mu_B\propto T^{-1/2}$. These changes were evaluated separately and should not simply be added.

There is also a limit to the picture of particles with free paths. It requires the thermal wavevector $k_T=\sqrt{2mk_BT}/\hbar$ to satisfy $k_Tl\gg1$. With $l=2\lambda/\pi$, the indium-oxide example has $k_Tl=1.0$, so its numbers are estimates at the edge of the semiclassical regime. The channel must also be long compared with the carrier wavelength. Here the thermal wavelength $2\pi/k_T$ is 17 nm, so the 5 and 10 nm rows of the table are only formal values, and the 20 nm example, barely longer than one wavelength, is a rough estimate: interference and tunnelling between the contacts are left out. For amorphous indium-gallium-zinc oxide, rough values $m=0.34\,m_e$ and $\mu_0=10$ cm²/Vs give a formal $\lambda$ of 0.56 nm and $k_Tl=0.17$. A free path of that size has no secure semiclassical meaning. Taken formally, (12) gives $\mu_B=892$ cm²/Vs at 50 nm and lowers the mobility by only 1.1%, to 9.9 cm²/Vs. This treats 10 cm²/Vs as the mobility of free carriers. If only a fraction $f$ of the induced charge is free and 10 cm²/Vs is the long-channel value computed with all of it, the injection term becomes $1/(f\mu_B)$, and the loss at 50 nm is 5.3% for $f=0.2$ and 10% for $f=0.1$. Within this model, a fall beyond that allowed by the free fraction needs another cause, such as contact resistance. The numerical output below lists the values for both films.

## Values computed for the example and the checks

```
INDIUM-OXIDE FILM, rough values
temperature 300 K, mass 0.20 m_e
diffusive mobility 100 cm2/Vs
free density 1.0e+12 cm^-2, bias 10 mV
thermal voltage kBT/q 25.852 mV
thermal speed v_T 1.2030e+07 cm/s
backscattering length 4.298 nm
scattering time 11.37 fs
L (nm), mu_B (cm2/Vs), transmission, mu_app (cm2/Vs)
    5      116.3   0.4622    53.78
   10      232.7   0.3006    69.94
   20      465.4   0.1769    82.31
   50     1163.4   0.0792    92.08
  100     2326.8   0.0412    95.88
 1000    23268.0   0.0043    99.57
NEGLECTED EFFECTS, L = 20 nm unless stated
thermal density of states 2.160e+12 cm^-2
reduced Fermi level -0.530, degeneracy factor 0.9116
degenerate: lam 4.715 nm, mu_app 80.92 cm2/Vs
bias 10 mV: j 0.03421, mu/linear 0.99993
bias 50 mV: j 0.17075, mu/linear 0.99825
ballistic limit at 10 mV: mu/linear 0.9877
all angles and energies: mu_app 79.58 cm2/Vs
ballistic resistance x width 268.2 ohm um
assumed contact resistance x width 500 ohm um (both)
mu_app with contacts 61.90 cm2/Vs
free share 0.8 of gate charge: mu 65.85 cm2/Vs
at 360 K, same mu_0: mu_app 80.95 cm2/Vs
hard-wall subband spacing, 3 nm film 0.627 eV
thermal wavevector x free path l 1.008
AMORPHOUS IN-GA-ZN OXIDE, rough values, L = 50 nm
mass 0.34 m_e, mu_0 10 cm2/Vs
formal lam 0.560 nm, mu_B 892.3 cm2/Vs
mu_app 9.889 cm2/Vs
thermal wavevector x free path l 0.171
CHECKS
largest relative flux-transmission error 2.2e-16
wavevector injection / formula 0.999997
lam/l from angular solution 1.5708, pi/2 = 1.5708
lowest angular/flux ratio 0.9780 at L/lam 0.50
lowest full/reciprocal-sum ratio 0.9351 at L/lam 0.69
mu_0 from Boltzmann length slope 99.98 cm2/Vs
```
